**One evanescent branch across each gap of a periodic potential**

For −tψ″ + Vψ = Eψ with a real potential of period a and t = ħ²/2m₀, let D(E) be the trace of the one-cell transfer matrix. In each finite open gap, where |D| > 2, the decay constant κ = arccosh(|D|/2)/a is zero at both edges and strictly concave between them, so it has one maximum. The program takes a potential without inversion symmetry and asserts that the band edges, edge masses and complex wavenumbers obtained from D agree with plane-wave calculations. It also asserts that the first and second energy derivatives of κ match Brillouin-zone sums, that κ is concave on a grid in each of the first three gaps, and that a circuit around each branch point exchanges the two adjoining bands. The transmission formula for N cells is compared with direct integration of the scattering state. In the first gap, 3.99 eV wide, κ peaks at 4.13 nm⁻¹, about 36% of the way up from the lower edge. The parabola of the upper edge gives 5.37 nm⁻¹ at the same energy, and the two-edge interpolation gives 4.39 nm⁻¹.

## Numerical check

```python
"""
Result under test: for -t psi'' + V psi = E psi with V of period a, let D(E) be
the trace of the one-cell transfer matrix. In every finite open gap (|D| > 2)
a single branch kappa(E) = arccosh(|D|/2)/a joins the two gap edges. It is
strictly concave, so it has one maximum, which is a branch point of E(k).
Symbols: t = hbar^2/(2 m0) in eV nm^2, a = period in nm, theta = k a,
kappa = decay constant in 1/nm, masses in units of the free-electron mass m0.
The potential has no inversion centre.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.integrate import solve_ivp
from scipy.constants import hbar, m_e, e as charge

t = hbar**2 / (2 * m_e) / charge * 1e18
a = 0.5
V1, V2 = 4.0, 3.0
E_LOW, E_HIGH = -4.0, 20.0


def potential(x):
    return V1 * np.cos(2 * np.pi * x / a) + V2 * np.sin(4 * np.pi * x / a)


def cell_matrix(energies):
    """Transfer matrix of (psi, psi') over one cell, shape (2, 2, n)."""
    energies = np.atleast_1d(np.asarray(energies, dtype=float))
    n = energies.size

    def rhs(x, y):
        u, du, v, dv = y.reshape(4, n)
        w = (potential(x) - energies) / t
        return np.concatenate([du, w * u, dv, w * v])

    start = np.concatenate([np.ones(n), np.zeros(n), np.zeros(n), np.ones(n)])
    sol = solve_ivp(rhs, (0, a), start, method="DOP853", rtol=1e-12, atol=1e-12)
    u, du, v, dv = sol.y[:, -1].reshape(4, n)
    return np.array([[u, v], [du, dv]])


def trace_of_cell(energies):
    M = cell_matrix(energies)
    return M[0, 0] + M[1, 1]


# D is an entire function of E, so Chebyshev interpolation converges very fast
D = Chebyshev.interpolate(trace_of_cell, 28, domain=[E_LOW, E_HIGH])
D1, D2 = D.deriv(1), D.deriv(2)


def real_roots(poly):
    r = np.asarray(poly.roots(), dtype=complex)
    keep = (abs(r.imag) < 1e-6) & (r.real > E_LOW) & (r.real < E_HIGH)
    return np.sort(r[keep].real)


def kappa(E):
    return np.arccosh(abs(D(E)) / 2) / a


# ---------- plane-wave description, independent of the transfer matrix
def potential_matrix(n):
    P = V1 / 2 * (np.eye(n, k=1) + np.eye(n, k=-1)).astype(complex)
    return P + V2 / 2 * (1j * np.eye(n, k=2) - 1j * np.eye(n, k=-2))


CUT = 20
m_wave = np.arange(-CUT, CUT + 1)
V_matrix = potential_matrix(m_wave.size)


def bloch_matrix(theta):
    return np.diag(t * ((2 * np.pi * m_wave + theta) / a)**2) + V_matrix


def bands(theta):
    return np.linalg.eigvalsh(bloch_matrix(theta))


def complex_theta(E):
    """All theta = k a at fixed E, one representative per reciprocal vector."""
    m = np.arange(-12, 13)
    n = m.size
    C = np.diag((2 * np.pi * m)**2) + (potential_matrix(n) - E * np.eye(n)) * a**2 / t
    B = np.diag(4 * np.pi * m)
    big = np.block([[np.zeros((n, n)), np.eye(n)], [-C, -B]])
    p = np.linalg.eigvals(big)
    return p[(p.real > -np.pi / 2) & (p.real < 1.5 * np.pi)]


# ---------- unit determinant and interpolation quality at off-node energies
E_test = np.array([-3.1, 0.7, 5.3, 12.9, 18.2])
M = cell_matrix(E_test)
assert np.allclose(M[0, 0] * M[1, 1] - M[0, 1] * M[1, 0], 1, atol=1e-7)
assert np.allclose(M[0, 0] + M[1, 1], D(E_test), atol=1e-7)

# ---------- band edges: discriminant against plane waves
edges = np.sort(np.concatenate([real_roots(D - 2), real_roots(D + 2)]))
assert edges.size == 7
edges_pw = np.sort(np.concatenate([bands(0.0)[:8], bands(np.pi)[:8]]))[:7]
assert np.allclose(edges, edges_pw, atol=1e-6)
assert np.allclose(trace_of_cell(edges_pw), [2, -2, -2, 2, 2, -2, -2], atol=1e-6)
gaps = [(edges[1], edges[2]), (edges[3], edges[4]), (edges[5], edges[6])]
zone_point = [np.pi, 0.0, np.pi]

# ---------- D' vanishes once in each gap and nowhere in the bands
peaks = real_roots(D1)
assert peaks.size == 3
assert all(lo < p < hi for p, (lo, hi) in zip(peaks, gaps))

# ---------- exactly one pair +-kappa, from the eigenproblem for complex k
for (lo, hi), th in zip(gaps, zone_point):
    for f in (0.1, 0.5, 0.9):
        E = lo + f * (hi - lo)
        p = complex_theta(E)
        assert p.size == 2
        p = p[np.argsort(p.imag)]
        assert np.allclose(p, th + 1j * a * kappa(E) * np.array([-1, 1]), atol=1e-6)

# ---------- strict concavity on a grid, also below the lowest band
for lo, hi in gaps + [(E_LOW, edges[0])]:
    curve = kappa(np.linspace(lo, hi, 202)[1:-1])
    assert np.all(np.diff(curve, 2) < 0)
assert np.all(np.diff(curve) < 0)  # semi-infinite gap: monotonic, one edge only

# ---------- slope and curvature of kappa as Brillouin-zone sums of the resolvent
nodes, weights = np.polynomial.legendre.leggauss(200)
all_bands = np.array([bands(np.pi * s) for s in nodes])
e_G, U = t * (2 * np.pi / a)**2, CUT + 0.5
for lo, hi in gaps:
    for f in (0.3, 0.6):
        E = lo + f * (hi - lo)
        s = np.sign(D(E))
        F, F1, F2 = s * D(E), s * D1(E), s * D2(E)
        R = np.sqrt(F**2 - 4)
        tail1 = -2 / (e_G * U) * (1 + E / (3 * e_G * U**2))
        tail2 = -2 / (3 * e_G**2 * U**3)
        sum1 = weights @ (1 / (E - all_bands)).sum(axis=1) / 2 + tail1
        sum2 = -weights @ (1 / (E - all_bands)**2).sum(axis=1) / 2 + tail2
        assert abs(F1 / R - sum1) < 1e-5
        assert abs(F2 / R - F * F1**2 / R**3 - sum2) < 1e-5

# ---------- edge masses: D' against band curvature and against decay in the gap
masses = t * abs(D1(edges)) / a**2
step, dE = 2e-3, 1e-3
for j, E_edge in enumerate(edges):
    th = np.pi * (((j + 1) // 2) % 2)
    shift = abs(bands(th + step)[j // 2] - bands(th)[j // 2])
    assert abs(t * step**2 / (a**2 * shift) / masses[j] - 1) < 2e-3
    inside = E_edge + (dE if j % 2 else -dE)
    decay = max(complex_theta(inside).imag) / a
    assert abs(t * decay**2 / dE / masses[j] - 1) < 1e-2

# ---------- one circuit around the branch point exchanges the two bands
for E_peak, th in zip(peaks, zone_point):
    height = a * kappa(E_peak)
    pair = None
    for phi in np.linspace(0, 2 * np.pi, 81):
        p = th + 1j * height + 0.3 * height * np.exp(1j * phi)
        ev = np.linalg.eigvals(bloch_matrix(p))
        if pair is None:
            pair = ev[np.argsort(abs(ev - E_peak))[:2]]
            first = pair.copy()
        else:
            pair = np.array([ev[np.argmin(abs(ev - z))] for z in pair])
    assert abs(first[0] - first[1]) > 1e-2
    assert np.allclose(pair, first[::-1], atol=1e-6)

# ---------- transmission of N cells between flat leads of wavenumber q
q = 10.0
E_T = peaks[0]
M = cell_matrix(E_T)[:, :, 0]
c = (M[1, 0] / q - q * M[0, 1]) / 2
ka = a * kappa(E_T)


def transmission_formula(N):
    return 1 / (np.cosh(N * ka)**2 + (c * np.sinh(N * ka) / np.sinh(ka))**2)


def transmission_direct(N):
    def rhs(x, y):
        return np.array([y[1], (potential(x) - E_T) / t * y[0]])
    sol = solve_ivp(rhs, (N * a, 0), np.array([1, 1j * q], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    return 1 / abs((psi + dpsi / (1j * q)) / 2)**2


T = {N: transmission_direct(N) for N in (2, 4, 6)}
for N in T:
    assert abs(T[N] / transmission_formula(N) - 1) < 1e-6
    assert T[N] <= 1 / np.cosh(N * ka)**2
rate = np.log(T[4] / T[6]) / (4 * a)
assert abs(rate / kappa(E_T) - 1) < 0.02

# ---------- numbers for the worked example
print(f"t = hbar^2/(2 m0) = {t:.6f} eV nm^2")
print(f"period a = {a} nm, V1 = {V1} eV, V2 = {V2} eV")
print(f"bottom of lowest band = {edges[0]:.4f} eV, mass = {masses[0]:.4f} m0")
for g, ((lo, hi), E_peak, th) in enumerate(zip(gaps, peaks, zone_point)):
    m_lo, m_hi = masses[2 * g + 1], masses[2 * g + 2]
    k_lo = np.sqrt(m_lo * (E_peak - lo) / t)
    k_hi = np.sqrt(m_hi * (hi - E_peak) / t)
    k_two = 1 / np.sqrt(1 / k_lo**2 + 1 / k_hi**2)
    print(f"GAP {g + 1}: Re(k) a = {th / np.pi:.0f} pi")
    print(f"  lower edge = {lo:.4f} eV, upper edge = {hi:.4f} eV")
    print(f"  width = {hi - lo:.4f} eV")
    print(f"  |mass| lower edge = {m_lo:.4f} m0, upper edge = {m_hi:.4f} m0")
    print(f"  E* = {E_peak:.4f} eV, (E*-lower)/width = {(E_peak - lo) / (hi - lo):.4f}")
    print(f"  D(E*) = {D(E_peak):.5f}")
    print(f"  kappa* = {kappa(E_peak):.4f} 1/nm, kappa* a = {a * kappa(E_peak):.4f}")
    print(f"  parabola from upper edge at E* = {k_hi:.4f} 1/nm")
    print(f"  two-edge interpolation at E* = {k_two:.4f} 1/nm")
print("Branch in gap 1 (fraction of width from lower edge):")
for f in (0.1, 0.25, 0.5, 0.75, 0.9):
    E = gaps[0][0] + f * (gaps[0][1] - gaps[0][0])
    print(f"  {f:.2f}: E = {E:.4f} eV, D = {D(E):.4f}, kappa = {kappa(E):.4f} 1/nm")
print(f"Transmission at E* of gap 1, lead wavenumber q = {q} 1/nm")
print(f"  lead kinetic energy = {t * q**2:.4f} eV, c = {c:.4f}")
for N in T:
    print(f"  N = {N}, thickness = {N * a:.1f} nm: T = {T[N]:.4e},"
          f" bound sech^2 = {1 / np.cosh(N * ka)**2:.4e}")
print(f"  decay constant from T(4)/T(6) = {rate:.4f} 1/nm")
print("checks complete")
```

It prints:

```
t = hbar^2/(2 m0) = 0.038100 eV nm^2
period a = 0.5 nm, V1 = 4.0 eV, V2 = 3.0 eV
bottom of lowest band = -1.3766 eV, mass = 2.1637 m0
GAP 1: Re(k) a = 1 pi
  lower edge = -1.0461 eV, upper edge = 2.9442 eV
  width = 3.9904 eV
  |mass| lower edge = 1.5462 m0, upper edge = 0.4283 m0
  E* = 0.3779 eV, (E*-lower)/width = 0.3569
  D(E*) = -8.02941
  kappa* = 4.1345 1/nm, kappa* a = 2.0672
  parabola from upper edge at E* = 5.3711 1/nm
  two-edge interpolation at E* = 4.3867 1/nm
GAP 2: Re(k) a = 0 pi
  lower edge = 4.9600 eV, upper edge = 7.7214 eV
  width = 2.7614 eV
  |mass| lower edge = 0.1598 m0, upper edge = 0.1147 m0
  E* = 6.2286 eV, (E*-lower)/width = 0.4594
  D(E*) = 2.63211
  kappa* = 1.5510 1/nm, kappa* a = 0.7755
  parabola from upper edge at E* = 2.1200 1/nm
  two-edge interpolation at E* = 1.5608 1/nm
GAP 3: Re(k) a = 1 pi
  lower edge = 13.3557 eV, upper edge = 14.2955 eV
  width = 0.9398 eV
  |mass| lower edge = 0.0188 m0, upper edge = 0.0181 m0
  E* = 13.8207 eV, (E*-lower)/width = 0.4947
  D(E*) = -2.02849
  kappa* = 0.3372 1/nm, kappa* a = 0.1686
  parabola from upper edge at E* = 0.4744 1/nm
  two-edge interpolation at E* = 0.3372 1/nm
Branch in gap 1 (fraction of width from lower edge):
  0.10: E = -0.6471 eV, D = -5.2356, kappa = 3.2337 1/nm
  0.25: E = -0.0485 eV, D = -7.6213, kappa = 4.0265 1/nm
  0.50: E = 0.9491 eV, D = -7.4818, kappa = 3.9882 1/nm
  0.75: E = 1.9466 eV, D = -4.9645, kappa = 3.1180 1/nm
  0.90: E = 2.5452 eV, D = -3.1604, kappa = 2.0619 1/nm
Transmission at E* of gap 1, lead wavenumber q = 10.0 1/nm
  lead kinetic energy = 3.8100 eV, c = 0.1566
  N = 2, thickness = 1.0 nm: T = 1.0233e-03, bound sech^2 = 1.0249e-03
  N = 4, thickness = 2.0 nm: T = 2.6247e-07, bound sech^2 = 2.6289e-07
  N = 6, thickness = 3.0 nm: T = 6.7288e-11, bound sech^2 = 6.7397e-11
  decay constant from T(4)/T(6) = 4.1345 1/nm
checks complete
```
